# Unheated resistance from the first and third harmonic voltages, part 1

(Sections cited here and not found follow in the second part.)

## The harmonic rule and its origin

Let a current \(I(t)=I_0\sin\omega t\) flow through a resistor whose resistance follows its own heating without delay, \(R=R_0(1+bI^2)\) with constant \(b\). Its voltage contains two harmonics, and they give the unheated resistance:

\[
V(t)=V_1\sin\omega t+V_3\sin3\omega t,\qquad
R_0=\frac{V_1+3V_3}{I_0}.
\]

The result holds for every strength of heating within this model. "Unheated" means at the base temperature, which is the temperature the resistor would have with no current in it. The sum \(V_1+3V_3\) is a voltage and becomes a resistance on division by the current amplitude. All three quantities may be amplitudes or all three may be rms values, since the factor \(\sqrt2\) then cancels. The signs of \(V_1\) and \(V_3\) are those of the coefficients in the sine series above, and they must be kept.

To derive the rule, write \(\theta=\omega t\) and \(s=\sin\theta\). Ohm's law at each instant gives

\[
V=RI=R_0(1+bI_0^2s^2)\,I_0s=R_0I_0\,(s+as^3),\qquad a=bI_0^2 .
\]

The number \(a\) is the relative rise of the resistance at the current peak. The cube must now be expressed through sines of multiple angles. The imaginary part of \((\cos\theta+i\sin\theta)^3=\cos3\theta+i\sin3\theta\) is

\[
\sin3\theta=3\cos^2\theta\sin\theta-\sin^3\theta
=3(1-s^2)s-s^3=3s-4s^3 ,
\]

so that

\[
s^3=\frac{3\sin\theta-\sin3\theta}{4}.
\]

Inserting this in the voltage and collecting the two sines gives

\[
V_1=R_0I_0\left(1+\frac{3a}{4}\right),\qquad
V_3=-\frac{a}{4}R_0I_0 .
\]

Three times the second expression is \(-\tfrac34aR_0I_0\). Added to the first, it cancels the heating term and leaves \(V_1+3V_3=R_0I_0\), which is the stated result.

An instrument obtains these coefficients by multiplying the voltage by a reference sine and averaging over a whole period \(T=2\pi/\omega\):

\[
V_n=\frac{2}{T}\int_0^T V(t)\sin(n\omega t)\,dt .
\]

This works because \(\sin m\theta\sin n\theta=\tfrac12[\cos(m-n)\theta-\cos(m+n)\theta]\). Both cosines average to zero over a period when \(m\) and \(n\) are different positive integers. For \(m=n\) the first cosine is 1 and the average is \(\tfrac12\), which the factor 2 in front restores to 1.

The weight 3 can also be found by asking which combination is free of heating. For any weight \(c\),

\[
V_1+cV_3=R_0I_0\left[1+\frac{(3-c)a}{4}\right].
\]

The heating term vanishes for \(c=3\). With \(c=0\), which means reading the first harmonic alone, the relative error is \(3a/4\). Using the magnitude \(|V_3|\) in place of the negative number \(V_3\) amounts to \(c=-3\) when \(a>0\), and the error becomes \(3a/2\). A lost sign thus doubles the error that the correction was meant to remove.

The physical origin of the cancellation lies in the time course of the heating. The power follows \(s^2=\tfrac12(1-\cos2\theta)\), so the resistance has a steady rise \(a/2\) and a part that oscillates at twice the current frequency. The steady rise multiplies the current and adds \(a/2\) to the relative first harmonic. The oscillating part multiplies the current as

\[
-\frac a2\cos2\theta\sin\theta=-\frac a4\left(\sin3\theta-\sin\theta\right),
\]

which adds \(a/4\) to the first harmonic and \(-a/4\) to the third. The balance of the weighted sum is \(\tfrac a2+\tfrac a4-\tfrac{3a}{4}=0\). The third harmonic measures the oscillating part of the heating, whereas most of the error in \(V_1\) comes from the steady part. The rule infers the second from the first, and this inference is sound when both parts stand in the ratio that belongs to instantaneous heating.

The sign of \(V_3\) depends on the choice of time origin. Replacing \(\theta\) by \(\theta+\pi/2\) turns \(\sin\theta\) into \(\cos\theta\), but turns \(\sin3\theta\) into \(\sin(3\theta+3\pi/2)=-\cos3\theta\). If the current is \(I_0\cos\omega t\) and both references are cosines, with coefficients \(C_1\) and \(C_3\), the rule therefore reads

\[
R_0=\frac{C_1-3C_3}{I_0}.
\]

More generally, a current \(I_0\sin(\omega t+\varphi)\) calls for the references \(\sin(\omega t+\varphi)\) and \(\sin(3\omega t+3\varphi)\). The phase is tripled because a shift in time is the same for both waves, while the third harmonic runs through its phase three times as fast. If the third reference alone is wrong by an angle \(\delta\), the instrument reads \(V_3\cos\delta\), and a relative error \(\tfrac{3a}{4}(1-\cos\delta)\) remains.

The coefficient \(b\) follows from a heat balance. Let \(R_{\rm th}\) be the thermal resistance between the resistor and its surroundings, so that a power \(P\) raises the temperature by \(\Delta T=R_{\rm th}P\). Let \(\alpha\) be the temperature coefficient, so that \(R=R_0(1+\alpha\Delta T)\). To leading order in the heating the power is \(P=R_0I^2\), and then

\[
R=R_0(1+\alpha R_{\rm th}R_0I^2),\qquad b=\alpha R_{\rm th}R_0 .
\]

As an example take a copper interconnect line on oxidized silicon, with voltage taps separate from the current leads so that contact resistances stay out of the reading. The line is 100 µm long, 1000 nm wide and 200 nm thick. Its resistivity is 2.2 µΩ cm, \(\alpha=0.0030\) K⁻¹ and \(R_{\rm th}=2500\) K/W. These are rough values chosen for the example. The resistance is

\[
R_0=\frac{(2.2\times10^{-8}\ \Omega\,{\rm m})(10^{-4}\ {\rm m})}
{(10^{-6}\ {\rm m})(2\times10^{-7}\ {\rm m})}=11\ \Omega ,
\]

and \(b=0.0030\times2500\times11=82.5\) A⁻². A current amplitude of 10 mA gives \(a=82.5\times10^{-4}=0.00825\). The peak power is \(P_0=R_0I_0^2=1.10\) mW and the peak temperature rise is \(2500\times0.00110=2.75\) K.

With \(R_0I_0=110\) mV the harmonics are

\[
V_1=110\,(1+0.0061875)\ {\rm mV}=110.6806\ {\rm mV},
\]

\[
V_3=-\frac{0.00825}{4}\,110\ {\rm mV}=-0.2269\ {\rm mV}.
\]

Read alone, the first harmonic gives \(V_1/I_0=11.0681\) Ω, which is 0.62 % above \(R_0\). The weighted sum returns 110.0000 mV and hence 11.0000 Ω. With the sign of \(V_3\) lost, the result would be 11.1361 Ω, or 1.24 % too high.

The same two readings measure the heating. Dividing \(V_3=-\tfrac a4R_0I_0\) by \(V_1+3V_3=R_0I_0\) gives

\[
a=-\frac{4V_3}{V_1+3V_3},
\]

and \(a/\alpha\) is the temperature rise at the current peak, averaged along the line, if \(\alpha\) is known. Recovering \(R_0\) itself requires neither \(\alpha\) nor \(R_{\rm th}\).

The weights 1 and 3 have a meaning that goes beyond the cubic law. Differentiating the sine series with respect to \(\theta\) and setting \(\theta=0\) turns each \(V_n\sin n\theta\) into \(nV_n\). The sum \(V_1+3V_3\) is therefore the slope \(dV/d\theta\) at the moment when the current passes through zero. At that moment instantaneous heating has vanished, and the slope of the voltage is \(R_0\) times the slope of the current.

This argument extends to any smooth law \(R=F(I^2)\) with \(F(0)=R_0\). The voltage \(V(\theta)=I_0\sin\theta\,F(I_0^2\sin^2\theta)\) is odd in \(\theta\), so its Fourier series has sines alone. It is also unchanged when \(\theta\) is replaced by \(\pi-\theta\). Since \(\sin n(\pi-\theta)=(-1)^{n+1}\sin n\theta\), the even \(n\) drop out. For a smooth periodic function the coefficients fall off faster than any power of \(n\), so the series may be differentiated term by term. In the derivative of \(V\), the term that contains \(dF/d\theta\) is multiplied by \(\sin\theta\) and vanishes at \(\theta=0\). What remains is

\[
V_1+3V_3+5V_5+7V_7+\dots=R_0I_0 .
\]

The two-term rule is this sum cut after the third harmonic. For the cubic voltage nothing has been cut off, because \(V_5\) and all later terms are zero.

The slope argument also shows what the rule cannot tell. A nonlinear contact that adds its own \(I^3\) term to the voltage is corrected in the same way as heating, so the result is the resistance at vanishing current, whatever causes the cubic term, provided that it follows the current without delay. A contact voltage proportional to \(I^2\) varies as \(s^2=\tfrac12(1-\cos2\theta)\). It produces a constant and a second harmonic and leaves \(V_1\) and \(V_3\) untouched.

Even with constant thermal properties, heating departs from the simple law at second order, because the power is \(RI^2\) with the heated resistance and not \(R_0I^2\). The heat balance then reads \(R=R_0(1+\alpha R_{\rm th}I^2R)\). Since \(\alpha R_{\rm th}R_0=b\), solving for \(R\) gives

\[
R=\frac{R_0}{1-bI^2},\qquad
\frac{V}{R_0I_0}=\frac{s}{1-as^2}=s+as^3+a^2s^5+a^3s^7+\dots
\]

The expansion requires \(0\le a<1\) for a metal. At \(a=1\) this model has no finite peak resistance under current drive.

The slope sum gives the error of the two-term rule at once: it is minus the omitted part, \(-(5V_5+7V_7+\dots)\). To find \(V_5\), write \(s=(e^{i\theta}-e^{-i\theta})/2i\). For odd \(n\) the outermost terms of \(s^n\) are

\[
\frac{e^{in\theta}-e^{-in\theta}}{(2i)^n}=\frac{\sin n\theta}{(2i)^{n-1}} ,
\]

which is \(+\tfrac1{16}\sin5\theta\) for \(n=5\) and \(-\tfrac1{64}\sin7\theta\) for \(n=7\). To leading order \(V_5=\tfrac{a^2}{16}R_0I_0\), and therefore

\[
\frac{V_1+3V_3}{R_0I_0}=1-\frac{5a^2}{16}+O(a^3).
\]

For the copper line \(5a^2/16\) is 21.3 parts per million (ppm), and the harmonics projected from the full waveform give an error of −21.5 ppm. Adding \(5V_5\) removes the second order. The leading remainder is then \(-7V_7/(R_0I_0)=7a^3/64\), or 0.06 ppm, in agreement with the projected value.

## Thermal lag and the limits of the rule

The second half uses the current \(I_0\sin\omega t\), the unheated resistance \(R_0\), the temperature coefficient \(\alpha\), the thermal resistance \(R_{\rm th}\), the peak power \(P_0=R_0I_0^2\) and the relative rise at the current peak, \(a=\alpha R_{\rm th}P_0\). For instantaneous heating \(V_1=R_0I_0(1+3a/4)\) and \(V_3=-R_0I_0\,a/4\), so \(V_1+3V_3=R_0I_0\). In the copper example \(R_0=11\) Ω, \(I_0=10\) mA, \(P_0=1.10\) mW and \(a=0.00825\). Errors are given relative to \(R_0\).

Real heating takes time. To leading order the power is

\[
P=P_0\sin^2\omega t=\frac{P_0}{2}\left(1-\cos2\omega t\right).
\]

Heat flow with constant material properties is linear, so each frequency in the power produces a temperature at the same frequency. Let the complex thermal impedance \(Z(2\omega)\) be defined by the statement that a power \(\cos2\omega t\) causes the temperature \({\rm Re}[Z(2\omega)e^{2i\omega t}]\), averaged along the line. Then

\[
\Delta T=\frac{P_0}{2}\left\{Z(0)-{\rm Re}\left[Z(2\omega)e^{2i\omega t}\right]\right\}.
\]

Write \(Z(2\omega)=Z'-iZ''\), so that the real part in the braces becomes \(Z'\cos2\theta+Z''\sin2\theta\) with \(\theta=\omega t\). The voltage is \(R_0I_0\sin\theta\,(1+\alpha\Delta T)\), and the products needed are

\[
\sin\theta\cos2\theta=\frac{\sin3\theta-\sin\theta}{2},\qquad
\sin\theta\sin2\theta=\frac{\cos\theta-\cos3\theta}{2}.
\]

The second product contains cosines alone and does not enter the sine coefficients. The first gives

\[
\frac{V_1}{R_0I_0}=1+\frac{\alpha P_0}{2}Z(0)+\frac{\alpha P_0}{4}Z',\qquad
\frac{V_3}{R_0I_0}=-\frac{\alpha P_0}{4}Z' .
\]

In the weighted sum the terms with \(Z'\) combine to \(\tfrac14-\tfrac34=-\tfrac12\), and therefore

\[
\frac{V_1+3V_3}{R_0I_0}=1+\frac{\alpha P_0}{2}\left[Z(0)-Z'(2\omega)\right].
\]

The error is set by the part of the thermal resistance that does not follow in phase at twice the current frequency. It vanishes when \(Z'(2\omega)=Z(0)\), which is the condition of instantaneous heating.

The simplest case is a body of heat capacity \(C\) that loses heat through \(R_{\rm th}\). Its balance \(C\,d\Delta T/dt+\Delta T/R_{\rm th}=P\) gives \((2i\omega C+1/R_{\rm th})Z=1\). With \(\tau=R_{\rm th}C\) and \(x=2\omega\tau\),

\[
Z=\frac{R_{\rm th}}{1+ix}=R_{\rm th}\frac{1-ix}{1+x^2},\qquad
\frac{V_1+3V_3}{R_0I_0}=1+\frac a2\,\frac{x^2}{1+x^2}.
\]

For small \(x\) the error grows as \(ax^2/2\). For large \(x\) it tends to \(a/2\): the temperature then stays at its mean value, no third harmonic appears, and the rule has nothing with which to correct \(V_1\). The formula was tested against a direct integration of this heat balance, with the power kept at its leading-order form \(P_0\sin^2\omega t\), for \(a=0.3\) and \(x=0.2\), 1 and 5, and the two agreed within \(10^{-7}\).

The phase of the third harmonic gives a partial warning. The lag adds the term \(+\tfrac{\alpha P_0}{4}Z''\cos3\theta\) to the relative voltage, so for a single time constant the ratio of cosine to sine part has the magnitude \(Z''/Z'=x\). A slow process that is completely averaged contributes to neither part. A clean phase of \(V_3\) therefore does not prove that slow heating is absent.

The sum \(V_1+3V_3\) gives the unheated resistance exactly when the heating is instantaneous and follows \(I^2\), and the errors left by feedback and thermal lag now have formulas. It remains to find how large the lag is in the copper line, and to examine the current source, the noise and the line's cooled ends.

All numerical values are calculated from the stated model.
